# How Large Are In 5s and Zn 4s Overlaps at 0.33 nm?: test program

```python
"""Overlap of two equal valence s orbitals: In 5s-In 5s against Zn 4s-Zn 4s.

Result under test: for Slater functions r^(n-1) exp(-zeta r) a distance R apart,
  S = p^(2n+1) / (2 Gamma(2n+1)) * int_1^inf dmu exp(-p mu)
      * int_-1^1 dnu (mu^2 - nu^2)^n,      p = zeta R,
with a finite sum for integer n. At 0.33 nm the neutral-atom overlaps of
In 5s and Zn 4s are nearly equal.
Symbols: n effective quantum number, zeta exponent (1/bohr), R distance (bohr),
mu and nu: sum and difference of the distances to the two nuclei, over R.
Hartree-Fock orbitals of free atoms and ions serve as an outside check.
"""
from math import comb, exp, factorial, gamma, sqrt
import numpy as np
from scipy import constants
from scipy.integrate import dblquad
from pyscf import gto, scf

BOHR_NM = constants.physical_constants["Bohr radius"][0] * 1e9


def effective_charge(nuclear_charge, same_group_others, next_inner, deeper):
    screening = 0.35 * same_group_others + 0.85 * next_inner + deeper
    return nuclear_charge - screening


def overlap_elliptic(n, p):
    prefactor = p ** (2 * n + 1) / (2 * gamma(2 * n + 1))
    value, _ = dblquad(
        lambda nu, mu: 2 * exp(-p * mu) * max(mu * mu - nu * nu, 0.0) ** n,
        1.0, 1.0 + 60.0 / p, 0.0, 1.0, epsabs=1e-13, epsrel=1e-8)
    return prefactor * value


def overlap_closed(n, p):
    total = 0.0
    for k in range(n + 1):
        m = 2 * n - 2 * k
        partial_exponential = sum(p ** j / factorial(j) for j in range(m + 1))
        total += ((-1) ** k * comb(n, k) / (2 * k + 1) * factorial(m)
                  / factorial(2 * n) * p ** (2 * k) * partial_exponential)
    return exp(-p) * total


def overlap_direct(n, zeta, distance):
    """Integrate the orbital product over space, centred on one nucleus."""
    x, wx = np.polynomial.legendre.leggauss(400)
    c, wc = np.polynomial.legendre.leggauss(200)
    r, wr = 20 * (x + 1), 20 * wx
    orbital = lambda s: s ** (n - 1) * np.exp(-zeta * s)
    norm = 2 * np.sum(wr * r ** 2 * orbital(r) ** 2)
    r_other = np.sqrt(np.maximum(
        r[:, None] ** 2 + distance ** 2 - 2 * distance * r[:, None] * c, 0))
    angular = orbital(r_other) @ wc
    return np.sum(wr * r ** 2 * orbital(r) * angular) / norm


def hartree_fock_s(symbol, charge, spin, distance):
    """Overlap and rms radius (bohr) of the outermost occupied s orbital."""
    def build(z):
        ecp = {"In": "def2-tzvpp"} if symbol == "In" else {}
        return gto.M(atom=[[symbol, (0.0, 0.0, z)]], unit="Bohr",
                     basis="def2-tzvpp", ecp=ecp, charge=charge, spin=spin,
                     verbose=0)
    mol, shifted = build(0.0), build(distance)
    mf = scf.RHF(mol)
    if symbol == "Zn":
        mf = mf.sfx2c1e()
    mf.max_cycle = 200
    mf.kernel()
    if not mf.converged:
        coeff, occ = mf.mo_coeff, mf.mo_occ
        mf = mf.newton()
        mf.kernel(coeff, occ)
    assert mf.converged
    is_s = np.array([lab[2][-1] == "s" for lab in mol.ao_labels(fmt=None)])
    metric = mol.intor("int1e_ovlp")
    candidates = []
    for i in np.where(np.asarray(mf.mo_occ) > 0)[0]:
        s_part = np.where(is_s, mf.mo_coeff[:, i], 0.0)
        weight = s_part @ metric @ s_part
        if weight > 0.9:
            candidates.append((float(mf.mo_energy[i]), s_part / sqrt(weight)))
    orbital = max(candidates, key=lambda item: item[0])[1]
    cross = gto.intor_cross("int1e_ovlp", mol, shifted)
    rms = sqrt(orbital @ mol.intor("int1e_r2") @ orbital)
    return abs(orbital @ cross @ orbital), rms


distance_nm = 0.33
R = distance_nm / BOHR_NM
print(f"Distance: {distance_nm:.2f} nm = {R:.4f} bohr")

# Neutral atoms: In 5s2 5p1 and Zn 4s2; ions: one electron in the s shell.
cases = {
    "In": (4.0, 49, 2, 18, 28),
    "Zn": (3.7, 30, 1, 18, 10),
    "In2+": (4.0, 49, 0, 18, 28),
    "Zn+": (3.7, 30, 0, 18, 10),
}
zeta, S, rms_slater = {}, {}, {}
radial_grid = np.linspace(0.0, 40.0, 40001)
for name, (n, Z, same, inner, deep) in cases.items():
    z_eff = effective_charge(Z, same, inner, deep)
    zeta[name] = z_eff / n
    p = zeta[name] * R
    S[name] = overlap_elliptic(n, p)
    peak = n / zeta[name]
    rms_slater[name] = sqrt((2 * n + 2) * (2 * n + 1)) / (2 * zeta[name])
    density = radial_grid ** (2 * n) * np.exp(-2 * zeta[name] * radial_grid)
    assert abs(radial_grid[np.argmax(density)] - peak) < 2e-3
    rms_grid = sqrt(np.sum(density * radial_grid ** 2) / np.sum(density))
    assert abs(rms_grid - rms_slater[name]) < 1e-5
    assert abs(S[name] - overlap_direct(n, zeta[name], R)) < 1e-5
    print(f"{name}: n = {n:.1f}, screening = {Z - z_eff:.2f}, "
          f"Z_eff = {z_eff:.2f}")
    print(f"  zeta = {zeta[name]:.4f} 1/bohr, p = {p:.4f}, "
          f"radial peak = {peak:.3f} bohr")
    print(f"  rms radius = {rms_slater[name]:.3f} bohr, "
          f"Slater overlap = {S[name]:.4f}")

# Integer-n closed form against direct integration.
for n_int in (1, 2, 3, 4):
    direct = overlap_direct(n_int, zeta["Zn"], R)
    assert abs(overlap_closed(n_int, zeta["Zn"] * R) - direct) < 1e-5
p_in, p_zn = zeta["In"] * R, zeta["Zn"] * R
closed_in = overlap_closed(4, p_in)
assert abs(closed_in - overlap_direct(4, zeta["In"], R)) < 1e-5
print(f"In overlap from closed form, n = 4: {closed_in:.4f}")
print("Terms of the closed-form sum for In (before the factor exp(-p)):")
for k in range(5):
    m = 8 - 2 * k
    E_m = sum(p_in ** j / factorial(j) for j in range(m + 1))
    term = ((-1) ** k * comb(4, k) / (2 * k + 1) * factorial(m)
            / factorial(8) * p_in ** (2 * k) * E_m)
    print(f"  k = {k}: E_{m} = {E_m:.3f}, term = {term:.3f}")
print(f"  exp(-p) = {exp(-p_in):.4e}")

low, high = overlap_closed(3, p_zn), overlap_closed(4, p_zn)
interpolated = low + 0.7 * (high - low)
assert low < S["Zn"] < high
assert abs(interpolated / S["Zn"] - 1) < 0.02
print(f"Zn exponent with n = 3: {low:.4f}; with n = 4: {high:.4f}")
print(f"Zn overlap interpolated to n = 3.7: {interpolated:.4f}")
# Larger n raises the overlap; the larger In exponent lowers it again.
assert high > S["Zn"] and high > S["In"]
print(f"Neutral-atom Slater ratio In/Zn: {S['In'] / S['Zn']:.4f}")
print(f"Ionic Slater ratio In2+/Zn+: {S['In2+'] / S['Zn+']:.4f}")

print("Distance dependence (neutral atoms, Slater):")
for d_nm in (0.25, 0.32, 0.33, 0.34, 0.45):
    d = d_nm / BOHR_NM
    s_in = overlap_elliptic(4.0, zeta["In"] * d)
    s_zn = overlap_elliptic(3.7, zeta["Zn"] * d)
    assert abs(s_in / s_zn - 1) < 0.05
    print(f"  {d_nm:.2f} nm: In {s_in:.4f}, Zn {s_zn:.4f}, "
          f"ratio {s_in / s_zn:.4f}")

print("Hartree-Fock orbitals (def2-TZVPP, scalar relativistic):")
S_hf = {}
for name, symbol, charge, spin in (("In", "In", 0, 1), ("Zn", "Zn", 0, 0),
                                   ("In2+", "In", 2, 1), ("Zn+", "Zn", 1, 1)):
    S_hf[name], rms = hartree_fock_s(symbol, charge, spin, R)
    print(f"  {name}: overlap = {S_hf[name]:.3f}, rms radius = {rms:.2f} bohr, "
          f"Slater/HF overlap = {S[name] / S_hf[name]:.2f}")
print(f"  ratio In/Zn: {S_hf['In'] / S_hf['Zn']:.3f}")
print(f"  ratio In2+/Zn+: {S_hf['In2+'] / S_hf['Zn+']:.3f}")

# The estimate claims the order of magnitude, not a few per cent.
for name in ("In", "Zn"):
    assert 1 / 2.5 < S[name] / S_hf[name] < 2.5
assert 0.6 < S_hf["In"] / S_hf["Zn"] < 1.4
assert S["In2+"] < S["Zn+"] and S_hf["In2+"] < S_hf["Zn+"]

print("verified")
```

It prints:

```
Distance: 0.33 nm = 6.2361 bohr
In: n = 4.0, screening = 44.00, Z_eff = 5.00
  zeta = 1.2500 1/bohr, p = 7.7951, radial peak = 3.200 bohr
  rms radius = 3.795 bohr, Slater overlap = 0.3388
Zn: n = 3.7, screening = 25.65, Z_eff = 4.35
  zeta = 1.1757 1/bohr, p = 7.3316, radial peak = 3.147 bohr
  rms radius = 3.779 bohr, Slater overlap = 0.3412
In2+: n = 4.0, screening = 43.30, Z_eff = 5.70
  zeta = 1.4250 1/bohr, p = 8.8864, radial peak = 2.807 bohr
  rms radius = 3.329 bohr, Slater overlap = 0.2441
Zn+: n = 3.7, screening = 25.30, Z_eff = 4.70
  zeta = 1.2703 1/bohr, p = 7.9215, radial peak = 2.913 bohr
  rms radius = 3.498 bohr, Slater overlap = 0.2848
In overlap from closed form, n = 4: 0.3388
Terms of the closed-form sum for In (before the factor exp(-p)):
  k = 0: E_8 = 1508.529, term = 1508.529
  k = 1: E_6 = 823.416, term = -1191.285
  k = 2: E_4 = 271.965, term = 717.258
  k = 3: E_2 = 39.177, term = -249.138
  k = 4: E_0 = 1.000, term = 37.568
  exp(-p) = 4.1174e-04
Zn exponent with n = 3: 0.2329; with n = 4: 0.3835
Zn overlap interpolated to n = 3.7: 0.3383
Neutral-atom Slater ratio In/Zn: 0.9929
Ionic Slater ratio In2+/Zn+: 0.8569
Distance dependence (neutral atoms, Slater):
  0.25 nm: In 0.5310, Zn 0.5347, ratio 0.9931
  0.32 nm: In 0.3613, Zn 0.3638, ratio 0.9933
  0.33 nm: In 0.3388, Zn 0.3412, ratio 0.9929
  0.34 nm: In 0.3170, Zn 0.3194, ratio 0.9925
  0.45 nm: In 0.1305, Zn 0.1336, ratio 0.9768
Hartree-Fock orbitals (def2-TZVPP, scalar relativistic):
  In: overlap = 0.178, rms radius = 2.92 bohr, Slater/HF overlap = 1.90
  Zn: overlap = 0.225, rms radius = 3.09 bohr, Slater/HF overlap = 1.52
  In2+: overlap = 0.098, rms radius = 2.57 bohr, Slater/HF overlap = 2.50
  Zn+: overlap = 0.142, rms radius = 2.71 bohr, Slater/HF overlap = 2.01
  ratio In/Zn: 0.792
  ratio In2+/Zn+: 0.689
verified
```
